# Voigt Phase Retardation of a Weakly Magnetised Free-Carrier Plasma: verification in Python

```python
"""Voigt phase retardation of free carriers, light travelling across a field B.

Result under test (atomic units, Lorentz force v x B, c = 1/alpha):
    delta = Re(k_par - k_perp) L = N B^2 L lambda^3 / (4 pi^2 n c^4 m^3)
N carrier density, m carrier mass, n host index, L path, lambda vacuum
wavelength; par / perp: electric field along / across B.
Valid when X = omega_p^2/(n^2 omega^2), Y = omega_c/omega and
G = gamma/omega are small; gamma is the scattering rate.
Time factor exp(-i omega t). The host is lossless with constant index.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

pc = sc.physical_constants
BOHR = pc["Bohr radius"][0]
HARTREE_EV = pc["Hartree energy in eV"][0]
TIME_AU = pc["atomic unit of time"][0]
FIELD_AU = pc["atomic unit of mag. flux density"][0]
C = 1 / sc.fine_structure


def dielectric_tensor(omega, density, masses, field, gamma, eps_host):
    """Solve the driven equation of motion for equally filled valleys."""
    bx, by, bz = field
    cross = np.array([[0, bz, -by], [-bz, 0, bx], [by, -bx, 0]])
    sigma = np.zeros((3, 3), complex)
    for mass in masses:
        motion = np.diag(mass) * (gamma - 1j * omega) + cross
        sigma += density / len(masses) * np.linalg.inv(motion)
    return eps_host * np.eye(3) + 4j * np.pi * sigma / omega


def mode_indices(tensor, k_dir, b_dir):
    """Plane-wave indices from the transverse block of the inverse tensor."""
    k = np.array(k_dir, float)
    k /= np.linalg.norm(k)
    b = np.array(b_dir, float)
    b -= k * (b @ k)
    b /= np.linalg.norm(b)
    basis = np.array([b, np.cross(k, b)])
    values, vectors = np.linalg.eig(basis @ np.linalg.inv(tensor) @ basis.T)
    par = int(np.argmax(abs(vectors[0])))
    return np.sqrt(1 / values[par]), np.sqrt(1 / values[1 - par])


def closed_indices(omega, density, mass, field, gamma, eps_host):
    """Derived closed form for one isotropic mass."""
    w = omega + 1j * gamma
    x = 4 * np.pi * density / (mass * eps_host * omega * w)
    y = field / (mass * w)
    par = eps_host * (1 - x)
    return np.sqrt(par), np.sqrt(par - eps_host * x * y**2 / (1 - x - y**2))


# Time integration of one carrier, in units where omega = m = 1
b_test, g_test = 0.3, 0.2


def motion_rhs(t, v):
    return [-b_test * v[1] - g_test * v[0],
            -np.cos(t) + b_test * v[0] - g_test * v[1]]


start = 40 * np.pi
times = start + np.linspace(0, 2 * np.pi, 400, endpoint=False)
run = solve_ivp(motion_rhs, (0, start + 2 * np.pi), [0, 0], t_eval=times,
                rtol=1e-9, atol=1e-11)
assert run.success
phasor = 2 * np.mean(run.y * np.exp(1j * times), axis=1)
w_test = 1 + 1j * g_test
derived = np.array([-b_test, -1j * w_test]) / (w_test**2 - b_test**2)
assert np.allclose(phasor, derived, atol=1e-6)

# Closed indices against the numerical tensor, strong field and damping
strong = dielectric_tensor(1.0, 0.3 / (4 * np.pi), [(1, 1, 1)],
                           (0, 0, 0.4), 0.2, 1.0)
assert np.allclose(mode_indices(strong, (1, 0, 0), (0, 0, 1)),
                   closed_indices(1.0, 0.3 / (4 * np.pi), 1, 0.4, 0.2, 1.0),
                   rtol=1e-11)

# Example inputs: rough typical values for n-type silicon
density_cm3, mobility_cm2, field_T = 2e17, 600.0, 5.0
wavelength_nm, thickness_nm, temperature = 10600.0, 500000.0, 300.0
m_long, m_trans, index = 0.92, 0.19, 3.42
alpha_per_eV, direct_gap_eV, tilt_deg = 0.5, 3.4, 1.0

mass = 3 / (1 / m_long + 2 / m_trans)
eps = index**2
density = density_cm3 * 1e6 * BOHR**3
field = field_T / FIELD_AU
lam = wavelength_nm * 1e-9 / BOHR
length = thickness_nm * 1e-9 / BOHR
gamma = sc.e / (mass * sc.m_e * mobility_cm2 * 1e-4) * TIME_AU
omega = 2 * np.pi * C / lam
kT_eV = sc.k * temperature / sc.e
X = 4 * np.pi * density / (mass * eps * omega**2)
Y = field / (mass * omega)
G = gamma / omega
scalar = [(mass, mass, mass)]
valleys = [(m_long, m_trans, m_trans), (m_trans, m_long, m_trans),
           (m_trans, m_trans, m_long)]


def complex_retardation(wave=lam, b=field, rate=gamma, masses=scalar,
                        b_dir=(0, 0, 1), k_dir=(1, 0, 0)):
    freq = 2 * np.pi * C / wave
    unit = np.array(b_dir, float) / np.linalg.norm(b_dir)
    tensor = dielectric_tensor(freq, density, masses, b * unit, rate, eps)
    par, perp = mode_indices(tensor, k_dir, b_dir)
    return freq * length / C * (par - perp)


def limit_formula(wave, b):
    return density * b**2 * length * wave**3 / (
        4 * np.pi**2 * index * C**4 * mass**3)


delta_limit = limit_formula(lam, field)
full = complex_retardation()
delta_full = full.real

# The same law in SI units
delta_SI = (density_cm3 * 1e6 * sc.e**4 * field_T**2 * thickness_nm * 1e-9
            * (wavelength_nm * 1e-9)**3
            / (16 * np.pi**3 * sc.epsilon_0 * index * sc.c**4
               * (mass * sc.m_e)**3))
assert abs(delta_SI / delta_limit - 1) < 1e-6

# High-frequency limit, first corrections, dichroism and field reversal
short_ratio = complex_retardation(wave=lam / 5).real / limit_formula(
    lam / 5, field)
assert abs(short_ratio - 1) < 1.5e-3
series = 1 + 1.5 * X + Y**2 - 6 * G**2
assert abs(delta_full / delta_limit - series) < 1e-3
assert abs(full.imag / (-3 * G * delta_limit) - 1) < 0.03
assert abs(complex_retardation(b=-field).real / delta_full - 1) < 1e-6

# Local scaling exponents of the full scalar result
step = 1.02
exp_B = np.log(complex_retardation(b=field * step).real
               / complex_retardation(b=field / step).real) / (
                   2 * np.log(step))
exp_lam = np.log(complex_retardation(wave=lam * step).real
                 / complex_retardation(wave=lam / step).real) / (
                     2 * np.log(step))
assert abs(exp_B - 2) < 2e-3
assert abs(exp_lam - (3 + 3 * X + 2 * Y**2 - 12 * G**2)) < 4e-3

# Valley anisotropy and crystal orientation
ratio_001 = complex_retardation(masses=valleys).real / delta_full
ratio_110a = complex_retardation(masses=valleys, b_dir=(1, 1, 0),
                                 k_dir=(0, 0, 1)).real / delta_full
ratio_110b = complex_retardation(masses=valleys, b_dir=(1, 1, 0),
                                 k_dir=(1, -1, 0)).real / delta_full
valley_mean = (1 / (m_long * m_trans**2) + 1 / (m_trans * m_long**2)
               + 1 / m_trans**3) / 3
assert abs(ratio_001 - mass**3 * valley_mean) < 5e-3
assert abs(ratio_110a - mass**3 / (m_long * m_trans**2)) < 5e-3


def band_factor(a, eta):
    """Voigt strength relative to a parabolic band; a = alpha kT."""
    def states(x):
        return np.sqrt(x * (1 + a * x)) * (1 + 2 * a * x)

    def weighted(x):
        f = expit(eta - x)
        speed2 = 2 * x * (1 + a * x) / (3 * (1 + 2 * a * x)**2)
        return states(x) * f * (1 - f) * speed2 / (1 + 2 * a * x)**2

    top = quad(weighted, 0, 60, epsabs=0, epsrel=1e-9, limit=200)[0]
    bottom = quad(lambda x: states(x) * expit(eta - x), 0, 60,
                  epsabs=0, epsrel=1e-9, limit=200)[0]
    return top / bottom


kT = kT_eV / HARTREE_EV
dos_mass = (36 * m_long * m_trans**2)**(1 / 3)
band_density = 2 * (dos_mass * kT / (2 * np.pi))**1.5
filling = density / band_density
assert abs(band_factor(0, 4.0) - 1) < 1e-6
assert abs((band_factor(1e-4, -8.0) - 1) / 1e-4 + 15) < 0.1
nonparabolic = band_factor(alpha_per_eV * kT_eV, np.log(filling))

# Tilt of the light towards B: linear and circular splitting in quadrature
tilt = np.radians(tilt_deg)
lossless = dielectric_tensor(omega, density, scalar, (0, 0, field), 0, eps)
tilted = mode_indices(lossless, (np.cos(tilt), 0, np.sin(tilt)), (0, 0, 1))
linear_split = index * X * Y**2 / 2 * np.cos(tilt)**2
circular_split = index * X * Y * np.sin(tilt)
assert abs(abs(tilted[0] - tilted[1])
           / np.hypot(linear_split, circular_split) - 1) < 0.02

# Coherent reflections in an uncoated slab, scanned over one fringe
n_par, n_perp = closed_indices(omega, density, mass, field, gamma, eps)
transmission = np.exp(-2 * omega / C * n_par.imag * length)
scan = length + np.linspace(0, lam / (2 * index), 800)


def slab_amplitude(n):
    r = (n - 1) / (n + 1)
    phase = omega / C * n * scan
    return (1 - r**2) * np.exp(1j * phase) / (1 - r**2 * np.exp(2j * phase))


slab_ratio = np.angle(slab_amplitude(n_par) / slab_amplitude(n_perp)) / (
    omega / C * (n_par - n_perp).real * scan)
reflectance = abs((n_par - 1) / (n_par + 1))**2
rho = reflectance * transmission
assert abs(slab_ratio.max() / ((1 + rho) / (1 - rho)) - 1) < 0.02

# Other neglected effects
double_rate = complex_retardation(rate=2 * gamma).real / delta_full
cyclotron_eV = Y * omega * HARTREE_EV
host_scale = (eps - 1) * (cyclotron_eV / direct_gap_eV)**2 / (
    eps * X * Y**2)

print(f"carrier density {density_cm3:.1e} cm^-3")
print(f"mobility {mobility_cm2:.0f} cm2/Vs")
print(f"magnetic field {field_T:.1f} T")
print(f"wavelength {wavelength_nm:.0f} nm")
print(f"thickness {thickness_nm:.0f} nm")
print(f"temperature {temperature:.0f} K")
print(f"host index {index:.2f} (no unit)")
print(f"longitudinal mass {m_long:.2f} electron masses")
print(f"transverse mass {m_trans:.2f} electron masses")
print(f"conductivity mass {mass:.4f} electron masses")
print(f"photon energy {omega * HARTREE_EV:.5f} eV")
print(f"unscreened plasma energy "
      f"{np.sqrt(X * eps) * omega * HARTREE_EV:.5f} eV")
print(f"screened plasma energy {np.sqrt(X) * omega * HARTREE_EV:.5f} eV")
print(f"cyclotron energy {cyclotron_eV:.6f} eV")
print(f"scattering energy hbar*gamma {gamma * HARTREE_EV:.6f} eV")
print(f"X {X:.6f} (no unit)")
print(f"Y {Y:.6f} (no unit)")
print(f"G {G:.6f} (no unit)")
print(f"index difference, limit {index * X * Y**2 / 2:.4e} (no unit)")
print(f"retardation, limit {delta_limit:.5e} rad")
print(f"retardation, limit {np.degrees(delta_limit):.5f} degree")
print(f"retardation, full scalar {delta_full:.5e} rad")
print(f"full/limit {delta_full / delta_limit:.5f} (no unit)")
print(f"series correction factor {series:.5f} (no unit)")
print(f"full/limit at one fifth wavelength {short_ratio:.5f} (no unit)")
print(f"differential log amplitude {full.imag:.4e} (no unit)")
print(f"minus 3 G delta {-3 * G * delta_limit:.4e} (no unit)")
print(f"local exponent in B {exp_B:.4f} (no unit)")
print(f"local exponent in wavelength {exp_lam:.4f} (no unit)")
print(f"single-pass power transmission {transmission:.4f} (no unit)")
print("Neglected effects; ratios are to the full scalar retardation")
print(f"six valleys, B[001] k[100]: ratio {ratio_001:.4f}")
print(f"six valleys, B[110] k[001]: ratio {ratio_110a:.4f}")
print(f"six valleys, B[110] k[1-10]: ratio {ratio_110b:.4f}")
print(f"nonparabolicity input {alpha_per_eV:.2f} eV^-1")
print(f"nonparabolic/parabolic strength {nonparabolic:.4f} (no unit)")
print(f"density/effective band density {filling:.5f} (no unit)")
print(f"thermal energy {kT_eV:.5f} eV")
print(f"cyclotron/thermal energy {cyclotron_eV / kT_eV:.4f} (no unit)")
print(f"photon/thermal energy {omega * HARTREE_EV / kT_eV:.3f} (no unit)")
print(f"doubled scattering rate: ratio {double_rate:.4f}")
print(f"tilt towards B {tilt_deg:.1f} degree")
print(f"Faraday/Voigt splitting at tilt "
      f"{circular_split / linear_split:.3f} (no unit)")
print(f"surface reflectance {reflectance:.4f} (no unit)")
print(f"uncoated slab, smallest ratio {slab_ratio.min():.4f}")
print(f"uncoated slab, largest ratio {slab_ratio.max():.4f}")
print(f"direct gap input {direct_gap_eV:.1f} eV")
print(f"host/carrier birefringence scale {host_scale:.3f} (no unit)")
print("OK")
```

Printed output:

```
carrier density 2.0e+17 cm^-3
mobility 600 cm2/Vs
magnetic field 5.0 T
wavelength 10600 nm
thickness 500000 nm
temperature 300 K
host index 3.42 (no unit)
longitudinal mass 0.92 electron masses
transverse mass 0.19 electron masses
conductivity mass 0.2583 electron masses
photon energy 0.11697 eV
unscreened plasma energy 0.03267 eV
screened plasma energy 0.00955 eV
cyclotron energy 0.002241 eV
scattering energy hbar*gamma 0.007469 eV
X 0.006671 (no unit)
Y 0.019157 (no unit)
G 0.063857 (no unit)
index difference, limit 4.1866e-06 (no unit)
retardation, limit 1.24081e-03 rad
retardation, limit 0.07109 degree
retardation, full scalar 1.22321e-03 rad
full/limit 0.98582 (no unit)
series correction factor 0.98591 (no unit)
full/limit at one fifth wavelength 0.99944 (no unit)
differential log amplitude -2.3778e-04 (no unit)
minus 3 G delta -2.3770e-04 (no unit)
local exponent in B 2.0007 (no unit)
local exponent in wavelength 2.9710 (no unit)
single-pass power transmission 0.6495 (no unit)
Neglected effects; ratios are to the full scalar retardation
six valleys, B[001] k[100]: ratio 1.0448
six valleys, B[110] k[001]: ratio 0.5206
six valleys, B[110] k[1-10]: ratio 0.7826
nonparabolicity input 0.50 eV^-1
nonparabolic/parabolic strength 0.8327 (no unit)
density/effective band density 0.00729 (no unit)
thermal energy 0.02585 eV
cyclotron/thermal energy 0.0867 (no unit)
photon/thermal energy 4.524 (no unit)
doubled scattering rate: ratio 0.9280
tilt towards B 1.0 degree
Faraday/Voigt splitting at tilt 1.823 (no unit)
surface reflectance 0.2985 (no unit)
uncoated slab, smallest ratio 0.6682
uncoated slab, largest ratio 1.4882
direct gap input 3.4 eV
host/carrier birefringence scale 0.162 (no unit)
OK
```
